Uncertainty of the growth per cycle from five film thicknesses

**Question**

Five separate films of aluminium oxide are grown by atomic layer deposition for N = 100, 200, 300, 400 and 500 cycles, and each thickness is measured once. The measured thickness of film i is modelled as

h_i = a + g N_i + e_i.

Here g is the steady growth per cycle and a is an unknown offset, such as an oxide already on the wafer. The cycle counts have no error. The thickness errors e_i have zero mean, are independent, and share the standard deviation σ = 0.3 nm. "Uncertainty" means one standard deviation unless an interval is named. A bar denotes the mean over the n = 5 films, a hat denotes a fitted value, and sums run over the films.

**(a)** Derive the slope of the unweighted least-squares line with a free intercept.

*Answer.* The fit minimizes the sum of squared residuals,

Q(a, g) = Σ(h_i − a − g N_i)².

Setting ∂Q/∂a = −2Σ(h_i − â − ĝN_i) to zero and dividing by n gives

â = h̄ − ĝN̄.

Setting ∂Q/∂g = −2ΣN_i(h_i − â − ĝN_i) to zero and inserting â gives

ΣN_i[(h_i − h̄) − ĝ(N_i − N̄)] = 0.

The square bracket sums to zero by itself, because deviations from a mean do. We may therefore subtract N̄ times that sum, which replaces N_i in front by N_i − N̄:

Σ(N_i − N̄)(h_i − h̄) = ĝS, with S = Σ(N_i − N̄)².

The term containing h̄ vanishes, since Σ(N_i − N̄) = 0. Hence

ĝ = Σ(N_i − N̄)h_i / S.

Q is a sum of squares, quadratic in a and g, and the counts differ, so S > 0 and this stationary point is the unique minimum.

**(b)** Show that the uncertainty of the fitted slope is about 0.00095 nm per cycle. How does it change if the whole set is repeated m times, or if all cycle counts are multiplied by k?

*Answer.* Write the slope as a weighted sum of thicknesses:

ĝ = Σc_i h_i, c_i = (N_i − N̄)/S.

The weights have two properties. First, Σc_i = 0. Second,

Σc_iN_i = Σ(N_i − N̄)N_i/S = Σ(N_i − N̄)²/S = 1,

where the middle step subtracts N̄Σ(N_i − N̄) = 0 from the numerator. Inserting the model for h_i therefore gives

ĝ = aΣc_i + gΣc_iN_i + Σc_ie_i = g + Σc_ie_i.

The offset has dropped out, and the mean of ĝ is g. Squaring the error and averaging, with ⟨e_ie_j⟩ = 0 for i ≠ j and ⟨e_i²⟩ = σ², gives

Var ĝ = σ²Σc_i² = σ²Σ(N_i − N̄)²/S² = σ²/S.

The mean count is 300, so

S = (−200)² + (−100)² + 0² + 100² + 200² = 100000,

σ_g = σ/√S = 0.3 nm / 316.23 = 0.00095 nm per cycle.

In other units this is 0.0095 angstrom per cycle. As a check, lines were fitted numerically to all 32 patterns in which each error is +0.3 or −0.3 nm. The root-mean-square slope error was 0.000949 nm per cycle, in agreement with the formula.

The result does not require Gaussian errors. The quantity √S acts as a lever arm: films far from the mean count fix the slope, and the middle film has zero weight in it.

Repeating the set m times with independent errors changes S to mS, so σ_g falls by √m. Multiplying all counts by k changes S to k²S, so σ_g falls by k. The second gain requires that σ does not grow with thickness and that growth stays linear over the longer range.

**(c)** Find the slope uncertainty when (i) only the two end films are used, and (ii) all five are used but the line is forced through the origin. For which offsets does (ii) have a smaller root-mean-square error than the free fit?

*Answer.* (i) The slope is (h_5 − h_1)/(N_5 − N_1). The variances of the two independent errors add, so the uncertainty is

√2 σ/(N_5 − N_1) = √2 × 0.3 nm / 400 = 0.00106 nm per cycle.

This is about 12% larger than for the five-film fit, so the inner films bring only a modest gain in slope precision, all of it from the films at 200 and 400 cycles, since the middle film has zero weight. The inner films do, however, allow curvature to be seen if it is large enough to stand out from the thickness errors. The slow start assumed in part (f) is not: it leaves the first film only 0.14 nm above the later straight line, less than half of σ.

(ii) Minimizing Σ(h_i − gN_i)² gives ΣN_i(h_i − g_0N_i) = 0, so

g_0 = ΣN_ih_i/ΣN_i² = g + aΣN_i/ΣN_i² + ΣN_ie_i/ΣN_i².

The last term has variance σ²/ΣN_i². With ΣN_i² = 550000, its standard deviation is 0.00040 nm per cycle, less than half that of the free fit. The middle term is a bias. For an offset of 1.0 nm it equals

1.0 nm × 1500/550000 = 0.0027 nm per cycle,

which is several times the random part and is not reduced by repeating the set.

The forced fit has the smaller root-mean-square error when

a²(ΣN_i)²/(ΣN_i²)² + σ²/ΣN_i² < σ²/S.

Use ΣN_i = nN̄ and ΣN_i² = S + nN̄². Then

1/S − 1/ΣN_i² = nN̄²/(SΣN_i²),

and the condition becomes

a² < σ²ΣN_i²/(nS) = σ²(1/n + N̄²/S).

With the numbers of this question,

|a| < 0.3 nm × √(0.2 + 0.9) = 0.315 nm.

This limit is also the uncertainty of the fitted intercept. Indeed, â − a = ē − N̄(ĝ − g) = Σ(1/n − N̄c_i)e_i. In its variance the cross term is proportional to Σc_i = 0, which leaves σ²(1/n + N̄²/S). Forcing the line through the origin thus pays when the true offset is known to be smaller than the free fit could resolve.

**(d)** Suppose instead that every pair of errors has the same correlation ρ ≥ 0, with σ unchanged. Find the slope uncertainty, and evaluate it for ρ = 0.5.

*Answer.* Now ⟨e_ie_j⟩ = ρσ² for i ≠ j, so

Var ĝ = σ²Σc_i² + ρσ²Σ_{i≠j}c_ic_j.

Since 0 = (Σc_i)² = Σc_i² + Σ_{i≠j}c_ic_j, the double sum equals −Σc_i². Therefore

σ_g = σ√((1 − ρ)/S).

For ρ = 0.5 this gives 0.00067 nm per cycle. In the limit ρ = 1 all films carry the same additive error, which shifts the line without tilting it. This does not extend to errors proportional to thickness, which part (f) treats.

**(e)** The thicknesses are 11.2, 20.7, 31.1, 41.4 and 50.8 nm (illustrative values, not measurements). Fit the line. Give a 95% interval for g, first with σ = 0.3 nm known, then with σ estimated from the residuals. Take the errors as Gaussian.

*Answer.* The slope is

ĝ = (−200×11.2 − 100×20.7 + 0×31.1 + 100×41.4 + 200×50.8)/100000 = 9990/100000 = 0.0999 nm per cycle.

The mean thickness is 31.04 nm, so

â = 31.04 − 0.0999×300 = 1.07 nm.

With σ known, ĝ is a sum of Gaussian errors and is itself Gaussian. The 95% factor is 1.960, and

g = 0.0999 ± 0.0019 nm per cycle.

To estimate σ, we need the mean of Σr_i², where r_i are the residuals. Substituting the model and the fitted intercept,

r_i = (e_i − ē) − (N_i − N̄)(ĝ − g).

Square and sum. Since Σ(N_i − N̄)(e_i − ē) = S(ĝ − g), the cross term is −2S(ĝ − g)² and the last square is +S(ĝ − g)². Hence

Σr_i² = Σe_i² − nē² − S(ĝ − g)².

The three terms have means nσ², σ² and σ², so the mean of Σr_i² is (n − 2)σ². The two fitted parameters have used up two of the five degrees of freedom, and the unbiased estimate of σ² is s² = Σr_i²/3.

The residuals are 0.14, −0.35, 0.06, 0.37 and −0.22 nm, so

s = √(0.3310/3) = 0.332 nm,

s/√S = 0.00105 nm per cycle.

Because s is itself uncertain, the normal factor must be replaced by that of Student's distribution with three degrees of freedom, 3.182. This gives

g = 0.0999 ± 0.0033 nm per cycle.

The replacement matters. In 200000 simulated sets of five Gaussian errors, intervals built from s with Student's factor contained the true slope in 95.0% of cases. With the factor 1.960 they did so in 85.5%.

**(f)** Estimate how three effects outside the model change the slope or its uncertainty: a 1% thickness-scale error common to all films; a 5 K standard deviation of temperature between runs, with growth changing by −0.0002 nm per cycle per K; and a slow start that leaves a final deficit d = 1.0 nm and decays over N_0 = 50 cycles.

*Answer.* A common scale error multiplies every h_i, and hence ĝ, by 1.01. The shift is 0.01 × 0.0999 = 0.0010 nm per cycle, about as large as σ_g. It does not shrink when more films are measured on the same scale.

For the temperature scatter, let each run have its own growth g + δ_i. The δ_i are independent, with standard deviation σ_δ = 5 × 0.0002 = 0.0010 nm per cycle. Film i then has the extra error N_iδ_i, which adds Σc_iN_iδ_i to the slope. The products c_iN_i are −0.2, −0.2, 0, 0.4 and 1.0, so the added uncertainty is

σ_δ√Σ(c_iN_i)² = 0.0010 × √1.24 = 0.0011 nm per cycle.

The longest run dominates. If these variations are independent of the thickness errors, the variances add:

√(0.00095² + 0.00111²) = 0.0015 nm per cycle.

For the slow start, the mean thickness is

a + gN − d[1 − exp(−N/N_0)].

The constant −d joins the offset and drops out of the slope. What remains is the bias

Σc_i d exp(−N_i/N_0) = −0.0003 nm per cycle.

It is negative because the 100-cycle film has not yet built up its full deficit. It lies above the later straight line and so reduces the fitted slope. That film alone contributes −0.002 × exp(−2) = −0.00027 nm per cycle.

These inputs are rough assumptions for growth from trimethylaluminium and water, for which about 0.1 nm per cycle is a rough typical value. The size and sign of the temperature coefficient depend on the temperature range and the reactor; only its magnitude enters the estimate above, and the added uncertainty scales in proportion to it. The error of 0.3 nm is also assumed; repeated optical readings at one spot can scatter less. An offset near 1 nm is plausible if the thickness includes a native oxide on silicon. The start of growth depends on the surface, so the assumed delay need not suit a given wafer.

For these inputs, 0.00095 nm per cycle describes the independent thickness errors alone. Run-to-run temperature scatter raises the random uncertainty by about half, and a scale error adds a shift common to all films, which repeating the set on the same scale does not reduce. The values used here are collected in the numerical output below.

Numbers as computed

```
cycle counts: [100 200 300 400 500]
thickness error, one standard deviation: 0.3 nm
mean cycle count: 300 cycles
sum of squared deviations S: 100000 cycles^2
square root of S: 316.23 cycles
slope weights: [-0.002 -0.001  0.     0.001  0.002] per cycle
slope uncertainty, formula: 0.000949 nm/cycle
slope uncertainty, 32 fits: 0.000949 nm/cycle
slope uncertainty, converted: 0.00949 angstrom/cycle
intercept uncertainty: 0.315 nm
uncertainty from end films only: 0.001061 nm/cycle
uncertainty with line through origin: 0.000405 nm/cycle
offset assumed for origin bias: 1.0 nm
bias of line through origin: 0.002727 nm/cycle
assumed pair correlation: 0.5
uncertainty with that correlation: 0.000671 nm/cycle
example thicknesses: [11.2 20.7 31.1 41.4 50.8] nm
mean example thickness: 31.04 nm
fitted growth: 0.09990 nm/cycle
fitted intercept: 1.070 nm
residuals: [ 0.14 -0.35  0.06  0.37 -0.22] nm
sum of squared residuals: 0.3310 nm^2
residual scatter s: 0.332 nm
slope uncertainty from s: 0.001050 nm/cycle
relative slope uncertainty, known sigma: 0.95 %
95% factor, known sigma: 1.960
95% half-width, known sigma: 0.00186 nm/cycle
95% factor, sigma from residuals: 3.182
95% half-width from s: 0.00334 nm/cycle
simulated coverage, known sigma: 95.0 %
simulated coverage, Student factor with s: 95.0 %
simulated coverage, normal factor with s: 85.5 %
assumed common scale error: 1 %
slope shift from scale error: 0.000999 nm/cycle
assumed run temperature scatter: 5 K
assumed growth coefficient: -0.0002 nm/cycle/K
growth scatter between runs: 0.0010 nm/cycle
slope uncertainty from run scatter: 0.001114 nm/cycle
combined with thickness errors: 0.001463 nm/cycle
assumed slow-start deficit: 1.0 nm
assumed slow-start decay: 50 cycles
slope bias from slow start: -0.000289 nm/cycle
```
